# The Brinkman-Rice transition from the Gutzwiller energy at half filling: test program

```python
"""Brinkman-Rice transition from the Gutzwiller energy of the half-filled,
nonmagnetic one-band Hubbard model.

Result under test: minimizing E(d) = q(d)*e0 + U*d with q = 8d(1-2d) gives
  U_c = 8|e0|,  d = (1 - U/U_c)/4,  Z = q = 1 - (U/U_c)^2   for U < U_c,
  d = Z = 0 for U >= U_c,  and U_c = 32 D/(3 pi) for a semicircular band.
Symbols: d  double occupancy per site;  e0  band energy per site at U = 0,
both spins;  U  on-site repulsion;  D  half bandwidth;  Z  jump of the
momentum occupation.  Band energies are in Ry; clusters use hopping t = 1.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

RY_IN_EV = physical_constants["Rydberg constant times hc in eV"][0]


def hopping_factor(d):
    return 8 * d * (1 - 2 * d)


# --- Local correlator: the hopping factor from explicit 4x4 matrices ---
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_down = c_up.T @ c_up, c_down.T @ c_down
for d_test in (0.02, 0.10, 0.15, 0.25):
    # site states in the order: empty, down, up, double
    target = np.array([d_test, 0.5 - d_test, 0.5 - d_test, d_test])
    P = np.diag(np.sqrt(target / 0.25))
    assert abs(np.trace(P @ P) / 4 - 1) < 1e-12
    assert abs(np.trace(P @ P @ n_up) / 4 - 0.5) < 1e-12
    assert abs(np.trace(P @ P @ n_up @ n_down) / 4 - d_test) < 1e-12
    for c in (c_up, c_down):
        dressed = P @ c.T @ P
        factor = np.sum(dressed * c.T) / np.sum(c.T * c.T)
        assert np.allclose(dressed, factor * c.T, atol=1e-12)
        assert abs(factor**2 - hopping_factor(d_test)) < 1e-12


# --- Band energy by quadrature ---
D = 0.10
U_example = 0.20


def semicircle(e):
    return 2 * np.sqrt(max(D * D - e * e, 0.0)) / (np.pi * D * D)


def band_energy(density):
    return 2 * quad(lambda e: e * density(e), -D, 0)[0]


assert abs(quad(semicircle, -D, D)[0] - 1) < 1e-7
e0 = band_energy(semicircle)
e0_flat = band_energy(lambda e: 1 / (2 * D))
assert abs(e0 + 4 * D / (3 * np.pi)) < 1e-9
assert abs(e0_flat + D / 2) < 1e-12


# --- Numerical minimization against the closed formulas ---
def minimum(U, e_band):
    res = minimize_scalar(lambda d: hopping_factor(d) * e_band + U * d,
                          bounds=(0, 0.5), method="bounded",
                          options={"xatol": 1e-12, "maxiter": 1000})
    return res.x, res.fun


def critical_U(e_band):
    """Largest U for which some d > 0 lies below the d = 0 state."""
    d_grid = np.geomspace(1e-10, 0.5, 4000)
    return np.max(-hopping_factor(d_grid) * e_band / d_grid)


Uc = critical_U(e0)
Uc_flat = critical_U(e0_flat)
assert abs(Uc / (32 * D / (3 * np.pi)) - 1) < 1e-7
assert abs(Uc_flat / (4 * D) - 1) < 1e-7

table = []
for U in (0.0, 0.10, 0.20, 0.30, 0.33, 0.34, 0.40):
    d_min, E_min = minimum(U, e0)
    u = min(U / Uc, 1.0)
    assert abs(d_min - (1 - u) / 4) < 1e-6
    assert abs(hopping_factor(d_min) - (1 - u**2)) < 1e-5
    assert abs(E_min + abs(e0) * (1 - u)**2) < 1e-8
    table.append((U, d_min, hopping_factor(d_min), E_min))


# --- Derivatives of the minimized energy with respect to U ---
def energy_derivatives(U, h=1e-3):
    em, ec, ep = (minimum(x, e0)[1] for x in (U - h, U, U + h))
    return (ep - em) / (2 * h), (ep - 2 * ec + em) / h**2


slope, curv_metal = energy_derivatives(U_example)
curv_insulator = energy_derivatives(0.40)[1]
d_ex, E_ex = minimum(U_example, e0)
assert abs(slope - d_ex) < 1e-6
assert abs(curv_metal + 1 / (4 * Uc)) < 1e-4
assert abs(curv_insulator) < 1e-4


# --- Gutzwiller-projected Fermi sea on small clusters, all configurations ---
class Hypercube:
    """Half-filled hypercube: dim 1 is the dimer, dim 3 the cube (t = 1)."""

    def __init__(self, dim):
        n = self.sites = 2**dim
        self.adjacency = np.array([[float(bin(a ^ b).count("1") == 1)
                                    for b in range(n)] for a in range(n)])
        levels, self.orbitals = np.linalg.eigh(-self.adjacency)
        filled = self.orbitals[:, :n // 2]
        self.free_matrix = filled @ filled.T
        self.e0 = 2 * np.sum(levels[:n // 2]) / n
        configs = list(combinations(range(n), n // 2))
        index = {c: k for k, c in enumerate(configs)}
        self.amplitude = np.array([np.linalg.det(filled[list(c), :])
                                   for c in configs])
        occ = np.array([[float(s in c) for s in range(n)] for c in configs])
        self.doubles = occ @ occ.T
        # move[i, j] is the matrix of (create at i)(annihilate at j)
        self.move = np.zeros((n, n, len(configs), len(configs)))
        for col, c in enumerate(configs):
            for j in c:
                self.move[j, j, col, col] = 1.0
                for i in set(range(n)) - set(c):
                    new = tuple(sorted((set(c) - {j}) | {i}))
                    between = sum(min(i, j) < k < max(i, j) for k in c)
                    self.move[i, j, index[new], col] = (-1.0)**between

    def project(self, g):
        """Double occupancy, hopping reduction and occupation jump."""
        psi = np.outer(self.amplitude, self.amplitude) * g**self.doubles
        psi /= np.linalg.norm(psi)
        d = np.sum(psi**2 * self.doubles) / self.sites
        G = np.einsum("ijab,ab->ij", self.move, psi @ psi.T)
        ratio = (np.sum(self.adjacency * G)
                 / np.sum(self.adjacency * self.free_matrix))
        top = self.orbitals[:, self.sites // 2 - 1]
        bottom = self.orbitals[:, self.sites // 2]
        return d, ratio, top @ G @ top - bottom @ G @ bottom


d_compare = 0.15
q_compare = hopping_factor(d_compare)
cluster_results = {}
for name, dim in (("dimer", 1), ("cube", 3)):
    cl = Hypercube(dim)
    assert np.allclose(cl.project(1.0), (0.25, 1.0, 1.0), atol=1e-10)
    g_fit = brentq(lambda g: cl.project(g)[0] - d_compare, 1e-3, 1.0)
    _, ratio, jump = cl.project(g_fit)
    U_large = 1.5 * 8 * abs(cl.e0)

    def cluster_energy(g):
        d, r, _ = cl.project(g)
        return r * cl.e0 + U_large * d

    g_best = minimize_scalar(cluster_energy, bounds=(1e-4, 1.0),
                             method="bounded").x
    d_best = cl.project(g_best)[0]
    # the projected state itself keeps double occupancy and gains energy
    assert d_best > 1e-3 and cluster_energy(g_best) < 0
    cluster_results[name] = (ratio, jump, d_best, cl.e0, U_large)

# the approximation is closer for the cube than for the dimer
for k in (0, 1):
    error_cube = abs(cluster_results["cube"][k] - q_compare)
    error_dimer = abs(cluster_results["dimer"][k] - q_compare)
    assert error_cube < error_dimer

# --- Output ---
print(f"half bandwidth D = {D:.2f} Ry")
print(f"example repulsion U = {U_example:.2f} Ry")
print(f"semicircle: band energy e0 = {e0:.6f} Ry per site")
print(f"semicircle: U_c = {Uc:.5f} Ry = {Uc * RY_IN_EV:.3f} eV")
print(f"semicircle: U_c/D = {Uc / D:.4f}")
print(f"flat band: e0 = {e0_flat:.6f} Ry, U_c/D = {Uc_flat / D:.4f}")
print(f"example: U/U_c = {U_example / Uc:.5f}")
print(f"example: double occupancy d = {d_ex:.5f}")
print(f"example: Z = q = {hopping_factor(d_ex):.5f}")
print(f"example: 1/Z = {1 / hopping_factor(d_ex):.4f}")
print(f"example: kinetic energy q*e0 = {hopping_factor(d_ex) * e0:.6f} Ry")
print(f"example: interaction energy U*d = {U_example * d_ex:.6f} Ry")
print(f"example: total energy = {E_ex:.6f} Ry per site")
print(f"example: numerical dE/dU = {slope:.5f}")
print(f"d2E/dU2 at U = 0.20 Ry: {curv_metal:.4f} 1/Ry")
print(f"d2E/dU2 at U = 0.40 Ry: {abs(curv_insulator):.4f} 1/Ry (magnitude)")
print("numerical minimum: U (Ry), d, Z, E (Ry per site)")
for U, d_min, Z_min, E_min in table:
    print(f"  {U:.2f}  {d_min:.5f}  {Z_min:.5f}  {abs(E_min):.6f} (= -E)")
print(f"Gutzwiller approximation at d = {d_compare:.2f}: q = {q_compare:.4f}")
for name, (ratio, jump, d_best, e_cl, U_cl) in cluster_results.items():
    print(f"projected {name} at d = {d_compare:.2f}: "
          f"hopping ratio {ratio:.4f}, jump {jump:.4f}")
    print(f"projected {name}: e0 = {e_cl:.3f} t, "
          f"at U = {U_cl:.1f} t optimal d = {d_best:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
half bandwidth D = 0.10 Ry
example repulsion U = 0.20 Ry
semicircle: band energy e0 = -0.042441 Ry per site
semicircle: U_c = 0.33953 Ry = 4.620 eV
semicircle: U_c/D = 3.3953
flat band: e0 = -0.050000 Ry, U_c/D = 4.0000
example: U/U_c = 0.58905
example: double occupancy d = 0.10274
example: Z = q = 0.65302
example: 1/Z = 1.5313
example: kinetic energy q*e0 = -0.027715 Ry
example: interaction energy U*d = 0.020548 Ry
example: total energy = -0.007168 Ry per site
example: numerical dE/dU = 0.10274
d2E/dU2 at U = 0.20 Ry: -0.7363 1/Ry
d2E/dU2 at U = 0.40 Ry: 0.0000 1/Ry (magnitude)
numerical minimum: U (Ry), d, Z, E (Ry per site)
  0.00  0.25000  1.00000  0.042441 (= -E)
  0.10  0.17637  0.91326  0.021123 (= -E)
  0.20  0.10274  0.65302  0.007168 (= -E)
  0.30  0.02911  0.21930  0.000575 (= -E)
  0.33  0.00702  0.05535  0.000033 (= -E)
  0.34  0.00000  0.00000  0.000000 (= -E)
  0.40  0.00000  0.00000  0.000000 (= -E)
Gutzwiller approximation at d = 0.15: q = 0.8400
projected dimer at d = 0.15: hopping ratio 0.9165, jump 0.9165
projected dimer: e0 = -1.000 t, at U = 12.0 t optimal d = 0.01283
projected cube at d = 0.15: hopping ratio 0.8739, jump 0.8739
projected cube: e0 = -1.500 t, at U = 18.0 t optimal d = 0.00795
ALL CHECKS PASSED
```
